# Parabolic-Barrier Tunnelling Factor from Ring-Polymer Normal Modes: a numerical check

```python
"""
Result under test: for a parabolic barrier V = V0 - m*omega_b^2*q^2/2,
the product over the non-centroid ring-polymer modes,
    kappa_n = prod omega_k / sqrt(omega_k^2 - omega_b^2),
equals (u/2)/sin(n*arcsin(u/(2n))) and tends to (u/2)/sin(u/2),
whose expansion begins with Wigner's correction 1 + u^2/24.
Symbols: u = beta*hbar*omega_b, n = number of beads,
omega_k = free ring-polymer frequencies, kappa = tunnelling factor.
Reduced units in the tests: hbar = m = omega_b = 1, V0 = 0, so beta = u.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp


def bead_hessian(n, u):
    """Mass-weighted Hessian at the barrier top, in units of omega_b^2."""
    identity = np.eye(n)
    shift = np.roll(identity, 1, axis=1)
    return (n / u) ** 2 * (2 * identity - shift - shift.T) - identity


def mode_product(n, u):
    """Tunnelling factor from diagonalized Hessians, centroid left out."""
    hessian = bead_hessian(n, u)
    barrier = np.linalg.eigvalsh(hessian)[1:]
    free = np.linalg.eigvalsh(hessian + np.eye(n))[1:]
    assert np.all(barrier > 0), "an internal mode is unstable"
    return np.sqrt(np.prod(free / barrier))


def finite_bead_formula(n, u):
    return (u / 2) / np.sin(n * np.arcsin(u / (2 * n)))


def limit_formula(u):
    return (u / 2) / np.sin(u / 2)


def wigner(u):
    return 1 + u**2 / 24


def three_bead_flux(u):
    """k*Q_r from the phase-space definition, in bead variables."""
    beta_n = u / 3
    omega_n = 1 / beta_n
    grid = np.linspace(-9, 9, 91)
    step = grid[1] - grid[0]
    # The centroid delta function sets q3 = -q1-q2, with Jacobian 3.
    q1, q2 = np.meshgrid(grid, grid, indexing="ij")
    q3 = -q1 - q2
    springs = 0.5 * omega_n**2 * (
        (q1 - q2) ** 2 + (q2 - q3) ** 2 + (q3 - q1) ** 2)
    potential = -0.5 * (q1**2 + q2**2 + q3**2)
    positions = 3 * np.sum(np.exp(-beta_n * (springs + potential))) * step**2
    # Integrate over p1, p2 and a positive centroid momentum, Jacobian 3.
    nodes, weights = np.polynomial.legendre.leggauss(40)
    centroid = 4 * (nodes + 1)
    weights = 4 * weights
    momenta = 0.0
    for p_mean, weight in zip(centroid, weights):
        p1, p2 = p_mean + q1, p_mean + q2
        p3 = 3 * p_mean - p1 - p2
        boltzmann = np.exp(-0.5 * beta_n * (p1**2 + p2**2 + p3**2))
        momenta += weight * 3 * p_mean * np.sum(boltzmann) * step**2
    return positions * momenta / (2 * np.pi) ** 3


def returning_trajectories(n, u, cubic, count=2000):
    """Count centroids that return after leaving zero with p_mean > 0."""
    rng = np.random.default_rng(7)
    beta_n = u / n
    values, vectors = np.linalg.eigh(bead_hessian(n, u))
    amplitudes = rng.normal(size=(count, n - 1))
    amplitudes /= np.sqrt(beta_n * values[1:])
    q = amplitudes @ vectors[:, 1:].T
    p = rng.normal(size=(count, n)) / np.sqrt(beta_n)
    p *= np.sign(p.mean(axis=1))[:, None]

    def force(x):
        neighbours = np.roll(x, 1, axis=1) + np.roll(x, -1, axis=1)
        return (n / u) ** 2 * (neighbours - 2 * x) + x - 3 * cubic * x**2

    dt = 0.01
    returned = np.zeros(count, dtype=bool)
    f = force(q)
    for _ in range(150):
        p = p + 0.5 * dt * f
        q = q + dt * p
        f = force(q)
        p = p + 0.5 * dt * f
        returned |= q.mean(axis=1) <= 0
    return int(returned.sum())


def transmission(energy, edge=15.0):
    """Solve the scattering problem; energy is in units of hbar*omega_b."""
    wave_number = np.sqrt(2 * energy + edge**2)
    slope = edge / (2 * wave_number**2)
    psi = wave_number**-0.5 + 0j
    start = np.concatenate([psi, (1j * wave_number - slope) * psi])
    size = len(energy)

    def equation(x, y):
        return np.concatenate([y[size:], -(2 * energy + x**2) * y[:size]])

    solution = solve_ivp(equation, (edge, -edge), start, method="DOP853",
                         rtol=1e-9, atol=1e-11, t_eval=[-edge])
    assert solution.success
    psi, derivative = solution.y[:size, -1], solution.y[size:, -1]
    incoming = np.abs(psi * (-1j * wave_number + slope) - derivative)
    incoming /= 2 * np.sqrt(wave_number)
    return 1 / incoming**2


# Model parameters: barrier wavenumber in 1/cm and temperature in K.
wavenumber = 1000.0
temperature = 300.0
theta = const.h * const.c * 100 * wavenumber / const.k
u_main = theta / temperature
u_warm = theta / 600.0
crossover = theta / (2 * np.pi)

# Ring-polymer frequencies, their normalization and the closed product.
for n in (3, 4, 8, 17, 64):
    free = np.linalg.eigvalsh(bead_hessian(n, u_main) + np.eye(n))
    expected = np.sort((2 * n / u_main * np.sin(np.pi * np.arange(n) / n))**2)
    assert np.allclose(free, expected, rtol=1e-10, atol=1e-9)
    scaled = np.sqrt(free[1:]) * u_main / n
    assert np.isclose(np.prod(scaled), n, rtol=1e-9)
    for u in (u_warm, u_main):
        assert np.isclose(mode_product(n, u), finite_bead_formula(n, u),
                          rtol=1e-9)

# The complete rate expression, including its classical prefactor.
flux_direct = three_bead_flux(u_warm)
flux_formula = finite_bead_formula(3, u_warm) / (2 * np.pi * u_warm)
assert np.isclose(flux_direct, flux_formula, rtol=1e-8)

# The centroid does not return on a parabola, but can with a cubic term.
returns_parabola = returning_trajectories(8, u_warm, 0.0)
returns_cubic = returning_trajectories(8, u_warm, 0.1)
assert returns_parabola == 0
assert returns_cubic > 0

# Wigner coefficient at finite n and the next coefficient for n -> infinity.
small_u = 0.01
for n in (1, 2, 3, 16):
    coefficient = (mode_product(n, small_u) - 1) / small_u**2
    assert np.isclose(coefficient, (1 - 1 / n**2) / 24, rtol=1e-4, atol=1e-10)
k = np.arange(1, 200001, dtype=float)
sum_two = np.sum((2 * np.pi * k) ** -2)
sum_four = np.sum((2 * np.pi * k) ** -4)
fourth_coefficient = (sum_two**2 + sum_four) / 2
assert np.isclose(sum_two, 1 / 24, rtol=1e-5)
assert np.isclose(fourth_coefficient, 7 / 5760, rtol=1e-5)

# Product over degenerate pairs; truncation leaves an error of order 1/K.
pair_product = np.prod(1 / (1 - (u_main / (2 * np.pi * k)) ** 2))
assert np.isclose(pair_product, limit_formula(u_main), rtol=1e-5)

# Leading bead-number error on both sides of u = pi.
for u in (u_warm, u_main):
    actual = mode_product(64, u) / limit_formula(u) - 1
    predicted = -u**3 / np.tan(u / 2) / (48 * 64**2)
    assert np.isclose(actual, predicted, rtol=0.01)

# The first internal mode changes sign at the crossover temperature.
above = np.linalg.eigvalsh(bead_hessian(64, theta / (1.02 * crossover)))[1]
below = np.linalg.eigvalsh(bead_hessian(64, theta / (0.98 * crossover)))[1]
assert above > 0 > below
two_bead_mode = np.linalg.eigvalsh(bead_hessian(2, u_main))[1]
assert two_bead_mode < 0

# Exact quantum transmission, then its Boltzmann average.
energy_step = 0.2
energies = -10 + energy_step * np.arange(91)
probability = transmission(energies)
probability_formula = 1 / (1 + np.exp(-2 * np.pi * energies))
# The finite scattering edge limits the accuracy to roughly 1e-4.
assert np.allclose(probability, probability_formula, rtol=2e-4, atol=0)
quantum = {}
for label, u in (("300 K", u_main), ("600 K", u_warm)):
    quantum[label] = u * energy_step * np.sum(
        probability * np.exp(-u * energies))
    assert np.isclose(quantum[label], limit_formula(u), rtol=2e-4)

print(f"barrier wavenumber = {wavenumber:.0f} cm^-1")
print(f"main temperature = {temperature:.0f} K")
print(f"u at main temperature = {u_main:.4f} (dimensionless)")
print(f"crossover temperature = {crossover:.2f} K")
print(f"tunnelling factor at 300 K = {limit_formula(u_main):.4f} (dimensionless)")
print(f"Wigner factor at 300 K = {wigner(u_main):.4f} (dimensionless)")
print("Factors of the first mode pairs at 300 K (dimensionless):")
running = 1.0
for pair in range(1, 5):
    factor = 1 / (1 - (u_main / (2 * np.pi * pair)) ** 2)
    running *= factor
    print(f"  pair {pair}: factor {factor:.4f}, running product {running:.4f}")
print("Bead convergence at 300 K (dimensionless):")
for n in (1, 3, 4, 8, 16, 32, 64):
    value = mode_product(n, u_main)
    print(f"  n = {n:2d}: kappa_n = {value:.4f}")
print(f"two-bead internal eta^2 at 300 K = {two_bead_mode:.4f} omega_b^2")
print("Temperature table (T in K; u and factors dimensionless):")
for T in (250, 300, 400, 600, 1000):
    u = theta / T
    exact = limit_formula(u)
    error = 100 * (wigner(u) / exact - 1)
    print(f"  T={T:4d}: u={u:.4f}, kappa={exact:.4f}, "
          f"Wigner={wigner(u):.4f}, Wigner error={error:.2f} %")
print("Boltzmann average of solved transmission (dimensionless):")
for label, value in quantum.items():
    print(f"  {label}: {value:.4f}")
print(f"three-bead k*Q_r at 600 K, direct = {flux_direct:.6f} omega_b")
print(f"three-bead k*Q_r at 600 K, formula = {flux_formula:.6f} omega_b")
print(f"centroid returns, parabola = {returns_parabola} of 2000 trajectories")
print(f"centroid returns, cubic added = {returns_cubic} of 2000 trajectories")
print("finished without a failed check")
```

It prints:

```
barrier wavenumber = 1000 cm^-1
main temperature = 300 K
u at main temperature = 4.7959 (dimensionless)
crossover temperature = 228.99 K
tunnelling factor at 300 K = 3.5422 (dimensionless)
Wigner factor at 300 K = 1.9584 (dimensionless)
Factors of the first mode pairs at 300 K (dimensionless):
  pair 1: factor 2.3959, running product 2.3959
  pair 2: factor 1.1705, running product 2.8044
  pair 3: factor 1.0692, running product 2.9985
  pair 4: factor 1.0378, running product 3.1118
Bead convergence at 300 K (dimensionless):
  n =  1: kappa_n = 1.0000
  n =  3: kappa_n = 6.7515
  n =  4: kappa_n = 4.4428
  n =  8: kappa_n = 3.6952
  n = 16: kappa_n = 3.5776
  n = 32: kappa_n = 3.5509
  n = 64: kappa_n = 3.5444
two-bead internal eta^2 at 300 K = -0.3044 omega_b^2
Temperature table (T in K; u and factors dimensionless):
  T= 250: u=5.7551, kappa=11.0259, Wigner=2.3801, Wigner error=-78.41 %
  T= 300: u=4.7959, kappa=3.5422, Wigner=1.9584, Wigner error=-44.71 %
  T= 400: u=3.5969, kappa=1.8461, Wigner=1.5391, Wigner error=-16.63 %
  T= 600: u=2.3980, kappa=1.2869, Wigner=1.2396, Wigner error=-3.68 %
  T=1000: u=1.4388, kappa=1.0918, Wigner=1.0863, Wigner error=-0.50 %
Boltzmann average of solved transmission (dimensionless):
  300 K: 3.5422
  600 K: 1.2869
three-bead k*Q_r at 600 K, direct = 0.084331 omega_b
three-bead k*Q_r at 600 K, formula = 0.084331 omega_b
centroid returns, parabola = 0 of 2000 trajectories
centroid returns, cubic added = 102 of 2000 trajectories
finished without a failed check
```
